# The massless one-loop triangle with three off-shell legs: a numerical check

```python
"""
Massless one-loop triangle with three off-shell legs (Euclidean, hbar=c=1).
  C = int d^4k/pi^2 1/[(k-v1)^2 (k-v2)^2 (k-v3)^2]
P1, P2, P3: squared external momenta = squared sides of the triangle v1 v2 v3,
Pi being opposite to vi.  x = P1/P3 = z*zbar, y = P2/P3 = (1-z)(1-zbar).
Result under test, for Kallen function lambda < 0 and Im z > 0:
  C = 4 D(z)/sqrt(-lambda),  D(z) = Im Li2(z) + arg(1-z) ln|z|,
and C = (4/sqrt 3) Cl2(pi/3)/p^2 when P1 = P2 = P3 = p^2.
Invariants are in units M^2 (M an arbitrary momentum scale), C in M^-2.
"""
from itertools import permutations
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.special import spence


def li2(w):
    return spence(1 - complex(w))


def bloch_wigner(z):
    return li2(z).imag + np.angle(1 - z) * np.log(abs(z))


def kallen(P1, P2, P3):
    return P1**2 + P2**2 + P3**2 - 2 * (P1*P2 + P2*P3 + P3*P1)


def root_z(P1, P2, P3):
    half_sum = (P3 + P1 - P2) / (2 * P3)
    return half_sum + 1j * np.sqrt(-kallen(P1, P2, P3)) / (2 * P3)


def closed_form(P1, P2, P3):
    D = bloch_wigner(root_z(P1, P2, P3))
    return 4 * D / np.sqrt(-kallen(P1, P2, P3))


def vertices(P1, P2, P3):
    base = np.sqrt(P3)
    X = (P2 + P3 - P1) / (2 * base)
    return np.array([[0, 0], [base, 0], [X, np.sqrt(P2 - X**2)]])


def momentum_integral(P1, P2, P3, nr=120, nu=40, nphi=96):
    """Four-dimensional quadrature of the defining integral.

    A smooth partition of unity gives each propagator singularity its own
    spherical coordinates, whose measure removes it.
    """
    v = vertices(P1, P2, P3)
    t, wt = np.polynomial.legendre.leggauss(nr)
    t, wt = (t + 1) / 2, wt / 2
    u, wu = np.polynomial.legendre.leggauss(nu)
    u, wu = (u + 1) / 2, wu / 2
    r = (t / (1 - t))[:, None, None]
    wr = (wt / (1 - t)**2)[:, None, None]
    in_plane = np.sqrt(1 - u)[None, :, None]
    phi = (2 * np.pi * np.arange(nphi) / nphi)[None, None, :]
    weight = wr * wu[None, :, None] * (2 * np.pi / nphi) / np.pi
    total = 0.0
    for i in range(3):
        a = r**2
        others = []
        for j in range(3):
            if j != i:
                d = v[j] - v[i]
                dot = d[0] * np.cos(phi) + d[1] * np.sin(phi)
                others.append(a - 2 * r * in_plane * dot + d @ d)
        b, c = others
        S = (b * c)**2 + (a * c)**2 + (a * b)**2
        total += np.sum(weight * r * b * c / S)
    return total


def parameter_integral(P1, P2, P3):
    """Integral of 1/F over the simplex; alpha1=s*t, alpha2=s*(1-t)."""
    def f(s, t):
        return 1 / (s*t*(1-t)*P3 + (1-s)*((1-t)*P1 + t*P2))
    return dblquad(f, 0, 1, 0, 1, epsabs=1e-9, epsrel=1e-9)[0]


def half_line(f):
    opts = dict(epsabs=1e-11, epsrel=1e-11, limit=200)
    return quad(f, 0, 1, **opts)[0] + quad(f, 1, np.inf, **opts)[0]


def close(a, b, tol):
    assert abs(a - b) <= tol * max(1, abs(b)), (a, b)


# Full result against the definition and the parameter integral
sym, sca = (1.0, 1.0, 1.0), (2.0, 3.0, 4.0)
direct, param = {}, {}
for case in (sym, sca):
    direct[case] = momentum_integral(*case)
    param[case] = parameter_integral(*case)
    close(direct[case], closed_form(*case), 1e-6)
    close(param[case], closed_form(*case), 1e-7)

# Any leg may serve as the reference leg
for perm in permutations(sca):
    close(closed_form(*perm), param[sca], 1e-7)

# Kallen function and area of the momentum triangle
v = vertices(*sca)
e1, e2 = v[1] - v[0], v[2] - v[0]
area = abs(e1[0] * e2[1] - e1[1] * e2[0]) / 2
close(kallen(*sca), -16 * area**2, 1e-12)

# Intermediate integrals for the scalene triangle
x, y = sca[0] / sca[2], sca[1] / sca[2]
z = root_z(*sca)
close(abs(z)**2, x, 1e-12)
close(abs(1 - z)**2, y, 1e-12)
for a in (0.3, 1.7):
    inner = half_line(lambda b: 1 / ((1 + a + b) * (a*b + x*b + y*a)))
    close(inner, np.log((1+a)*(a+x)/(y*a)) / abs(a + z)**2, 1e-8)
I_log = half_line(lambda a: np.log1p(a) / abs(a + z)**2)
I_mirror = half_line(lambda a: np.log1p(x / a) / abs(a + z)**2)
I_one = half_line(lambda a: 1 / abs(a + z)**2)
close(I_mirror, I_log, 1e-8)
close(I_one, np.angle(z) / z.imag, 1e-8)
close(I_log, -li2(1 - z).imag / z.imag, 1e-8)
close((2 * I_log - np.log(y) * I_one) / sca[2], param[sca], 1e-7)
for w in (z, 0.2 + 1.4j, -1.3 + 0.6j, 2.1 + 0.5j):
    close(bloch_wigner(1 - w), -bloch_wigner(w), 1e-11)

# Clausen value: defining series against the dilogarithm
n = np.arange(1, 60001)
terms = np.sin(n * np.pi / 3) / n**2
clausen = terms.sum()
z_sym = root_z(*sym)
close(clausen, bloch_wigner(z_sym), 1e-8)
close(4 / np.sqrt(3) * clausen, direct[sym], 1e-6)

# Positive Kallen function: independent real roots
real_case = (1.0, 1.0, 9.0)
xr, yr = real_case[0] / real_case[2], real_case[1] / real_case[2]
root = np.sqrt(kallen(*real_case)) / real_case[2]
zp, zm = (1 + xr - yr + root) / 2, (1 + xr - yr - root) / 2
numer = 2 * (li2(zp) - li2(zm)).real
numer += np.log(zp * zm) * np.log((1 - zp) / (1 - zm))
C_real = numer / (zp - zm) / real_case[2]
param_real = parameter_integral(*real_case)
close(C_real, param_real, 1e-7)

# Collinear momenta: vanishing Kallen function
col = (1.0, 1.0, 4.0)
assert kallen(*col) == 0
rc = (1 + col[0]/col[2] - col[1]/col[2]) / 2
C_col = (-2*np.log(1-rc)/rc - 2*np.log(rc)/(1-rc)) / col[2]
param_col = parameter_integral(*col)
close(C_col, param_col, 1e-7)

print("SYMMETRIC POINT, P1, P2, P3 [M^2]:", *sym)
print(f"lambda [M^4] = {kallen(*sym):.6f}")
print(f"z [1] = {z_sym.real:.6f} + {z_sym.imag:.6f} i")
print(f"Cl2(pi/3), first 12 terms [1] = {terms[:12].sum():.6f}")
print(f"Cl2(pi/3), 60000 terms [1] = {clausen:.8f}")
print(f"D(z) from dilogarithm [1] = {bloch_wigner(z_sym):.8f}")
print(f"C closed form [M^-2] = {closed_form(*sym):.8f}")
print(f"C momentum quadrature [M^-2] = {direct[sym]:.8f}")
print(f"C parameter integral [M^-2] = {param[sym]:.8f}")
print("SCALENE TRIANGLE, P1, P2, P3 [M^2]:", *sca)
print(f"x, y [1] = {x:.6f}, {y:.6f}")
print(f"lambda [M^4] = {kallen(*sca):.6f}")
print(f"sqrt(-lambda) [M^2] = {np.sqrt(-kallen(*sca)):.6f}")
print(f"triangle area [M^2] = {area:.6f}")
print(f"z [1] = {z.real:.6f} + {z.imag:.6f} i")
print(f"arg z [rad] = {np.angle(z):.6f}")
print(f"integral of 1/|a+z|^2 [1] = {I_one:.6f}")
print(f"integral of ln(1+a)/|a+z|^2 [1] = {I_log:.6f}")
print(f"integral of ln(1+x/a)/|a+z|^2 [1] = {I_mirror:.6f}")
print(f"Im Li2(1-z) [1] = {li2(1 - z).imag:.6f}")
print(f"Im Li2(z) [1] = {li2(z).imag:.6f}")
print(f"arg(1-z) [rad] = {np.angle(1 - z):.6f}")
print(f"ln|z| [1] = {np.log(abs(z)):.6f}")
print(f"D(z) [1] = {bloch_wigner(z):.6f}")
print(f"C closed form [M^-2] = {closed_form(*sca):.8f}")
print(f"C momentum quadrature [M^-2] = {direct[sca]:.8f}")
print(f"C parameter integral [M^-2] = {param[sca]:.8f}")
print("COLLINEAR CASE, P1, P2, P3 [M^2]:", *col)
print(f"lambda [M^4] = {kallen(*col):.6f}, double root r [1] = {rc:.6f}")
print(f"C limit formula [M^-2] = {C_col:.8f}")
print(f"C parameter integral [M^-2] = {param_col:.8f}")
print("REAL-ROOT CASE, P1, P2, P3 [M^2]:", *real_case)
print(f"lambda [M^4] = {kallen(*real_case):.6f}")
print(f"z, zbar [1] = {zp:.6f}, {zm:.6f}")
print(f"C real dilogarithms [M^-2] = {C_real:.8f}")
print(f"C parameter integral [M^-2] = {param_real:.8f}")
print("all good")
```

It prints:

```
SYMMETRIC POINT, P1, P2, P3 [M^2]: 1.0 1.0 1.0
lambda [M^4] = -3.000000
z [1] = 0.500000 + 0.866025 i
Cl2(pi/3), first 12 terms [1] = 1.009152
Cl2(pi/3), 60000 terms [1] = 1.01494161
D(z) from dilogarithm [1] = 1.01494161
C closed form [M^-2] = 2.34390724
C momentum quadrature [M^-2] = 2.34390724
C parameter integral [M^-2] = 2.34390724
SCALENE TRIANGLE, P1, P2, P3 [M^2]: 2.0 3.0 4.0
x, y [1] = 0.500000, 0.750000
lambda [M^4] = -23.000000
sqrt(-lambda) [M^2] = 4.795832
triangle area [M^2] = 1.198958
z [1] = 0.375000 + 0.599479 i
arg z [rad] = 1.011806
integral of 1/|a+z|^2 [1] = 1.687810
integral of ln(1+a)/|a+z|^2 [1] = 1.364292
integral of ln(1+x/a)/|a+z|^2 [1] = 1.364292
Im Li2(1-z) [1] = -0.817864
Im Li2(z) [1] = 0.698427
arg(1-z) [rad] = -0.764559
ln|z| [1] = -0.346574
D(z) [1] = 0.963403
C closed form [M^-2] = 0.80353397
C momentum quadrature [M^-2] = 0.80353397
C parameter integral [M^-2] = 0.80353397
COLLINEAR CASE, P1, P2, P3 [M^2]: 1.0 1.0 4.0
lambda [M^4] = 0.000000, double root r [1] = 0.500000
C limit formula [M^-2] = 1.38629436
C parameter integral [M^-2] = 1.38629436
REAL-ROOT CASE, P1, P2, P3 [M^2]: 1.0 1.0 9.0
lambda [M^4] = 45.000000
z, zbar [1] = 0.872678, 0.127322
C real dilogarithms [M^-2] = 0.95872499
C parameter integral [M^-2] = 0.95872499
all good
```
